# The Rock-Salt Madelung Constant by Evjen and Wolf Summation: test program

```python
"""Madelung constant M of the rock-salt lattice by three summation rules.

Sites (x,y,z) are integers (nearest-neighbour distance d = 1), charges
q = (-1)^(x+y+z); the energy per ion pair is -M e^2/d (Gaussian units).
Results under test:
  Evjen cube of half-side N (face 1/2, edge 1/4, corner 1/8):
      M_N -> M, with M_N - M ~ (-1)^N 5/(72 sqrt(3) N^4)
  Wolf sum with damping alpha, cutoff R, v(r) = erfc(alpha r)/r:
      M_W = 2 alpha/sqrt(pi) - sum' q v(r) + Q(R) v(R) -> M + B(alpha)
      Q(R) = charge in the sphere, central ion included
      B = 4 pi sum_k exp(-k^2/(4 alpha^2))/k^2, k = pi (odd, odd, odd)
  Bare spherical sum S(R) = -sum' q/r: jumps of mean size 2 pi never die out.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.special import erfc

ROOT_PI = np.sqrt(np.pi)


def evjen_sites(N):
    """Squared distances and weighted charges of the Evjen cube."""
    a = np.arange(-N, N + 1)
    x, y, z = np.meshgrid(a, a, a, indexing="ij")
    on_faces = ((abs(x) == N).astype(int) + (abs(y) == N) + (abs(z) == N))
    charge = (1.0 - 2.0 * ((x + y + z) % 2)) * 0.5 ** on_faces
    return (x * x + y * y + z * z).ravel(), charge.ravel()


def evjen(N):
    r2, charge = evjen_sites(N)
    keep = r2 > 0
    return -np.sum(charge[keep] / np.sqrt(r2[keep]))


def theta(t, terms=220):
    n = np.arange(1, terms + 1)
    return 1 + 2 * np.sum((-1.0) ** n * np.exp(-(n * t) ** 2))


def theta_cube(t, N):
    n = np.arange(1, N)
    inner = 2 * np.sum((-1.0) ** n * np.exp(-(n * t) ** 2))
    return 1 + inner + (-1.0) ** N * np.exp(-(N * t) ** 2)


# Reference: M = (2/sqrt(pi)) int_0^inf (1 - theta^3) dt.
# Below t = 0.05 theta is zero to machine precision, so that part is 0.05.
assert abs(theta(0.05)) < 1e-12
parts = [quad(lambda t: 1 - theta(t) ** 3, a, b, epsabs=1e-13,
              epsrel=1e-13, limit=200)[0]
         for a, b in ((0.05, 1.0), (1.0, 3.0), (3.0, 9.0))]
M = 2 / ROOT_PI * (0.05 + sum(parts))
assert abs(M - 1.747565) < 5e-7
print(f"M from theta integral (dimensionless)      {M:.10f}")

# ---- Evjen cubes ----
# The weighted cube equals a stack of unit cubes with corner charges 1/8.
N = 3
stack = {}
for cx in range(-N, N):
    for cy in range(-N, N):
        for cz in range(-N, N):
            for corner in np.ndindex(2, 2, 2):
                site = (cx + corner[0], cy + corner[1], cz + corner[2])
                stack[site] = stack.get(site, 0) + (-1) ** (sum(site) % 2) / 8
stack_sum = -sum(c / np.sqrt(s[0]**2 + s[1]**2 + s[2]**2)
                 for s, c in stack.items() if s != (0, 0, 0))
assert abs(stack_sum - evjen(N)) < 1e-12

# Multipole moments of one unit cube about its centre.
corners = np.array(list(np.ndindex(2, 2, 2)))
pos = corners - 0.5
unit_charge = (-1.0) ** corners.sum(axis=1) / 8
assert abs(unit_charge.sum()) < 1e-15
assert np.max(abs(unit_charge @ pos)) < 1e-15
assert np.max(abs(np.einsum("i,ia,ib->ab", unit_charge, pos, pos))) < 1e-15
octupole = np.sum(unit_charge * np.prod(pos, axis=1))
assert abs(octupole) > 0.1
print(f"unit cube: sum of q x y z (e d^3)          {octupole:.4f}")

# Factorised integral against the direct sum.
for N in (1, 2, 5):
    integral = sum(quad(lambda t: 1 - theta_cube(t, N) ** 3, a, b,
                        epsabs=1e-12, limit=200)[0]
                   for a, b in ((0, 1), (1, 3), (3, 9)))
    assert abs(2 / ROOT_PI * integral - evjen(N)) < 1e-9

# Rigorous bound |M_N - M| <= C/N^2 from the largest slope of the Gaussian.
slope_max = quad(lambda s: np.sqrt(2 / np.e) * s, 0, np.sqrt(0.5))[0]
slope_tail = quad(lambda s: 2 * s * s * np.exp(-s * s), np.sqrt(0.5), 10)[0]
C_bound = 3 * 2 / ROOT_PI * (slope_max + slope_tail)
for N in (1, 2, 4, 8):                      # pointwise bound on theta_N
    for t in np.linspace(0.06, 3, 60):
        s = N * t
        bound = (np.sqrt(2 / np.e) * t if s < np.sqrt(0.5)
                 else 2 * N * t * t * np.exp(-s * s))
        assert abs(theta_cube(t, N) - theta(t)) <= bound + 1e-13
print(f"Evjen bound constant C in C/N^2            {C_bound:.4f}")
rate = 5 / (72 * np.sqrt(3))
print(f"Evjen rate constant 5/(72 sqrt 3)          {rate:.6f}")
print("Evjen: N, M_N, M_N - M, (-1)^N N^4 (M_N - M)")
for N in (1, 2, 3, 4, 5, 6, 8, 16, 30):
    value = evjen(N)
    error = value - M
    scaled = (-1) ** N * N ** 4 * error
    assert abs(evjen_sites(N)[1].sum()) < 1e-9
    assert abs(error) <= C_bound / N ** 2
    if N >= 16:
        assert abs(scaled / rate - 1) < 0.01
        assert round(value, 6) == 1.747565
    print(f"  {N:3d}  {value:.8f}  {error:+.2e}  {scaled:.5f}")

# ---- Charges and ion counts on spherical shells r^2 = n ----
R_MAX = 60
a = np.arange(-R_MAX, R_MAX + 1)
x, y, z = np.meshgrid(a, a, a, indexing="ij")
r2 = (x * x + y * y + z * z).ravel()
q = (1.0 - 2.0 * ((x + y + z) % 2)).ravel()
inside = r2 <= R_MAX ** 2
count = np.bincount(r2[inside], minlength=R_MAX ** 2 + 1)
shell_charge = np.bincount(r2[inside], weights=q[inside],
                           minlength=R_MAX ** 2 + 1)
n_all = np.arange(R_MAX ** 2 + 1)
assert np.array_equal(shell_charge, (-1.0) ** n_all * count)
Q_sphere = np.cumsum(shell_charge)


def wolf(alpha, n_cut, neutralise=True):
    """Damped sum over the sphere r^2 <= n_cut."""
    r = np.sqrt(np.arange(1, n_cut + 1))
    v = erfc(alpha * r) / r
    total = 2 * alpha / ROOT_PI - np.sum(shell_charge[1:n_cut + 1] * v)
    return total + (Q_sphere[n_cut] * v[-1] if neutralise else 0.0)


def bias(alpha):
    odd = np.arange(-9, 10, 2)
    kx, ky, kz = np.meshgrid(odd, odd, odd)
    k2 = np.pi ** 2 * (kx ** 2 + ky ** 2 + kz ** 2)
    return 4 * np.pi * np.sum(np.exp(-k2 / (4 * alpha ** 2)) / k2)


# ---- Wolf sum ----
print("Wolf bias: alpha d, B(alpha), leading term of B")
for alpha in (0.6, 0.8, 1.0, 1.5):
    lead = 32 / (3 * np.pi) * np.exp(-3 * np.pi ** 2 / (4 * alpha ** 2))
    assert abs(wolf(alpha, R_MAX ** 2) - bias(alpha) - M) < 1e-10
    if alpha <= 1.0:
        assert abs(lead / bias(alpha) - 1) < 1e-3
    print(f"  {alpha:.1f}  {bias(alpha):.3e}  {lead:.3e}")
print("Wolf: alpha d, R/d, Q(R)/e, M_W, M_W - M, without neutralising")
for alpha, R in ((1.0, 4), (1.0, 8), (0.8, 4), (0.8, 8),
                 (0.6, 4), (0.6, 6), (0.6, 8)):
    value = wolf(alpha, R * R)
    bare = wolf(alpha, R * R, False)
    print(f"  {alpha:.1f} {R:2d} {Q_sphere[R*R]:5.0f}  {value:.8f}"
          f"  {value - M:+.2e}  {bare:.8f}")
assert round(wolf(0.6, 64), 6) == 1.747565

# Cutoff error equals the integral of Q(r)|v'(r)| outside the sphere.
alpha, n_cut = 0.4, 20


def minus_slope(r):
    return (erfc(alpha * r) / r ** 2
            + 2 * alpha / ROOT_PI * np.exp(-(alpha * r) ** 2) / r)


outside = sum(Q_sphere[n] * quad(minus_slope, np.sqrt(n), np.sqrt(n + 1))[0]
              for n in range(n_cut, 400))
cut_error = wolf(alpha, n_cut) - M - bias(alpha)
assert abs(cut_error) > 1e-6 and abs(outside - cut_error) < 1e-9
print(f"cutoff error, alpha d=0.4, R^2=20 d^2      {cut_error:+.4e}")
print(f"same from integral of Q|v'|                {outside:+.4e}")

cuts = range(16, 65)
rms_with = np.sqrt(np.mean([(wolf(0.3, n) - M) ** 2 for n in cuts]))
rms_without = np.sqrt(np.mean([(wolf(0.3, n, False) - M) ** 2 for n in cuts]))
assert rms_with < 0.5 * rms_without
print(f"rms error, alpha d=0.3, R=4..8 d: neutral  {rms_with:.5f}")
print(f"rms error, same, not neutralised           {rms_without:.5f}")

# ---- Bare spherical truncation ----
r_shell = np.sqrt(n_all[1:])
jump = count[1:] / r_shell
S = -np.cumsum(shell_charge[1:] / r_shell)
print("bare sum after shells r^2=1,2,3,4: "
      + " ".join(f"{s:.4f}" for s in S[:4]))
print("bare sum: R range/d, min S, max S, largest jump, mean jump")
for low in range(10, R_MAX, 10):
    sel = (r_shell > low) & (r_shell <= low + 10)
    mean_jump = count[1:][sel].sum() / r_shell[sel].sum()
    assert abs(mean_jump / (2 * np.pi) - 1) < 0.02
    assert jump[sel].max() > 2 * np.pi
    print(f"  {low}-{low + 10}  {S[sel].min():.3f}  {S[sel].max():.3f}"
          f"  {jump[sel].max():.3f}  {mean_jump:.4f}")
sel = r_shell > 50
rms_bare = np.sqrt(np.mean((S[sel] - M) ** 2))
rms_rest = np.sqrt(np.mean((S + Q_sphere[1:] / r_shell - M)[sel] ** 2))
assert rms_rest < 0.1 * rms_bare
print(f"rms of S - M for R = 50..60 d              {rms_bare:.4f}")
print(f"rms of S + Q/R - M, same range             {rms_rest:.4f}")

# ---- Energy for a round model spacing ----
d = 0.3e-9
unit_eV = constants.e / (4 * np.pi * constants.epsilon_0 * d)
print(f"model spacing d (nm)                       {d * 1e9:.1f}")
print(f"e^2/d (eV)                                 {unit_eV:.4f}")
print(f"energy per ion pair -M e^2/d (eV)          {-M * unit_eV:.4f}")
print("ALL CHECKS PASSED")
```

Output:

```
M from theta integral (dimensionless)      1.7475645946
unit cube: sum of q x y z (e d^3)          -0.1250
Evjen bound constant C in C/N^2            3.1297
Evjen rate constant 5/(72 sqrt 3)          0.040094
Evjen: N, M_N, M_N - M, (-1)^N N^4 (M_N - M)
    1  1.45602993  -2.92e-01  0.29153
    2  1.75176913  +4.20e-03  0.06727
    3  1.74704156  -5.23e-04  0.04237
    4  1.74772111  +1.57e-04  0.04007
    5  1.74750050  -6.41e-05  0.04006
    6  1.74759552  +3.09e-05  0.04008
    8  1.74757438  +9.79e-06  0.04009
   16  1.74756521  +6.12e-07  0.04009
   30  1.74756464  +4.95e-08  0.04009
Wolf bias: alpha d, B(alpha), leading term of B
  0.6  3.991e-09  3.991e-09
  0.8  3.220e-05  3.220e-05
  1.0  2.071e-03  2.071e-03
  1.5  1.265e-01  1.265e-01
Wolf: alpha d, R/d, Q(R)/e, M_W, M_W - M, without neutralising
  1.0  4    25  1.74963546  +2.07e-03  1.74963537
  1.0  8    13  1.74963542  +2.07e-03  1.74963542
  0.8  4    25  1.74760815  +4.36e-05  1.74757048
  0.8  8    13  1.74759679  +3.22e-05  1.74759679
  0.6  4    25  1.74815622  +5.92e-04  1.74385301
  0.6  6    -7  1.74756484  +2.47e-07  1.74756526
  0.6  8    13  1.74756460  +3.97e-09  1.74756460
cutoff error, alpha d=0.4, R^2=20 d^2      -5.9528e-03
same from integral of Q|v'|                -5.9528e-03
rms error, alpha d=0.3, R=4..8 d: neutral  0.01666
rms error, same, not neutralised           0.13654
bare sum after shells r^2=1,2,3,4: 6.0000 -2.4853 2.1335 -0.8665
bare sum: R range/d, min S, max S, largest jump, mean jump
  10-20  -12.818  17.916  18.195  6.2573
  20-30  -17.642  18.274  18.287  6.2880
  30-40  -16.368  19.991  19.782  6.2695
  40-50  -16.759  23.316  20.229  6.2831
  50-60  -16.745  21.951  21.077  6.2761
rms of S - M for R = 50..60 d              6.9676
rms of S + Q/R - M, same range             0.0093
model spacing d (nm)                       0.3
e^2/d (eV)                                 4.7999
energy per ion pair -M e^2/d (eV)          -8.3881
ALL CHECKS PASSED
```
